# Weak-contrast permittivity of isotropic mixtures and three mixing formulas

## The decision

The permittivity of a filled polymer or a porous ceramic can be estimated with a mixing formula, and there are several to choose from. If the constituents have similar permittivities, the choice hardly matters: Maxwell Garnett, Bruggeman and Looyenga all reduce to

\[
\varepsilon^*=m-\frac{V}{3m}+O(\delta^3),\qquad m=\langle\varepsilon\rangle,\quad \delta=\varepsilon-m,\quad V=\langle\delta^2\rangle .
\tag{1}
\]

Here \(\varepsilon(\mathbf r)\) is the local relative permittivity and angle brackets are volume averages. If the third-order terms exceed the accuracy needed, the choice does matter, and it needs information about the geometry that (1) does not contain.

## Setting and conventions

The constituents are linear and locally isotropic, with real \(\varepsilon>0\). There is no free charge, and the field is quasi-static. The mixture is homogeneous on the large scale and statistically isotropic, so its effective permittivity is a scalar. Take a large periodic cell with prescribed mean field \(\mathbf E_0\), and write \(\mathbf E=\mathbf E_0+\mathbf E'\), \(\langle\mathbf E'\rangle=0\). The equations are

\[
\nabla\times\mathbf E=0,\qquad \nabla\cdot(\varepsilon\mathbf E)=0,\qquad \langle\varepsilon\mathbf E\rangle=\varepsilon^*\mathbf E_0 .
\]

Since \(\langle\delta\rangle=0\) and \(\langle\mathbf E'\rangle=0\), the last one becomes

\[
\varepsilon^*\mathbf E_0=m\mathbf E_0+\langle\delta\,\mathbf E'\rangle .
\tag{2}
\]

The departure from the arithmetic mean is thus the correlation between permittivity and field.

## The second-order term

Expand \(\delta(\mathbf r)=\sum_{\mathbf k}\delta_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\), with \(\delta_{\mathbf 0}=0\) and \(\delta_{-\mathbf k}=\delta_{\mathbf k}^*\), so that \(V=\sum|\delta_{\mathbf k}|^2\). A curl-free field has \(\mathbf E'_{\mathbf k}\) parallel to \(\hat{\mathbf k}=\mathbf k/k\). Because \(m\mathbf E_0\) is uniform, the divergence equation reads \(\nabla\cdot(m\mathbf E'+\delta\mathbf E)=0\), or \(\mathbf k\cdot[m\mathbf E'_{\mathbf k}+(\delta\mathbf E)_{\mathbf k}]=0\). Hence

\[
\mathbf E'_{\mathbf k}=-\frac1m\,\hat{\mathbf k}\,\hat{\mathbf k}\cdot(\delta\mathbf E)_{\mathbf k}\quad(\mathbf k\ne\mathbf 0),
\qquad\text{or}\qquad \mathbf E'=-\frac1m\Gamma(\delta\mathbf E).
\tag{3}
\]

The operator \(\Gamma\) projects a field on its curl-free, zero-mean part. To first order, \(\mathbf E\) on the right is replaced by \(\mathbf E_0\):

\[
\mathbf E_{1,\mathbf k}=-\frac{\delta_{\mathbf k}}{m}\,\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf E_0).
\]

This is the field of the polarization charge that appears where \(\varepsilon\) varies along \(\mathbf E_0\). The minus sign means that it opposes the mean field, on average, where \(\varepsilon\) is high. Inserted in (2), it gives

\[
\langle\delta\mathbf E_1\rangle=\sum_{\mathbf k}\delta_{-\mathbf k}\mathbf E_{1,\mathbf k}
=-\frac1m\,\mathsf T\,\mathbf E_0,\qquad
T_{ij}=\sum_{\mathbf k}|\delta_{\mathbf k}|^2\hat k_i\hat k_j .
\]

The trace of \(\mathsf T\) is \(V\) for every structure, because \(\hat{\mathbf k}\) is a unit vector. If the two-point correlation of \(\varepsilon\) is isotropic, the average of \(|\delta_{\mathbf k}|^2\) over neighbouring wavevectors depends on \(k\) alone in the limit of a large cell. The individual values in a random sample keep scattering, but the sum only needs the average. Then \(\mathsf T\) has no preferred direction and must be a multiple of the unit tensor. The trace fixes the multiple at \(V/3\), which proves (1). The 3 is the number of space dimensions.

The same sum gives the leading field fluctuation:

\[
\langle|\mathbf E_1|^2\rangle=\frac{\mathbf E_0\cdot\mathsf T\mathbf E_0}{m^2}=\frac{V}{3m^2}E_0^2 .
\tag{4}
\]

**Where isotropy enters.** In a laminate, all \(\mathbf k\) lie along the layer normal. The second-order term is then \(-V/m\) for a field across the layers and zero for a field along them. A filler of aligned platelets therefore should not be treated with (1), however weak the contrast.

## How large the remainder can be

Let \(s=\max|\delta|/m\). Iterating (3) gives \(\mathbf E=\sum_n\mathbf E_n\) with \(\mathbf E_n=-\Gamma(\delta\mathbf E_{n-1})/m\), starting from \(\mathbf E_0\). Measure a field by \(\|\mathbf F\|=\langle|\mathbf F|^2\rangle^{1/2}\). An orthogonal projector does not increase this norm, so

\[
\|\mathbf E_1\|\le\frac{\sqrt V}{m}E_0,\qquad \|\mathbf E_n\|\le s^{\,n-1}\frac{\sqrt V}{m}E_0 .
\]

For \(s<1\) the series converges. By the Cauchy-Schwarz inequality, the term \(\langle\delta\mathbf E_0\cdot\mathbf E_n\rangle\) is at most \(\sqrt V E_0\|\mathbf E_n\|\). Summing from \(n=2\) gives

\[
\left|\varepsilon^*-m+\frac{V}{3m}\right|\le\frac Vm\,\frac{s}{1-s}.
\tag{5}
\]

This is a guarantee, not an estimate; the actual remainder can be much smaller. For \(s\ge1\) the argument gives no guarantee.

## Two phases

Let phase 2 occupy the fraction \(f\), and let \(\Delta=\varepsilon_2-\varepsilon_1\). Then \(\delta=(1-f)\Delta\) in phase 2 and \(\delta=-f\Delta\) in phase 1, so

\[
V=f(1-f)^2\Delta^2+(1-f)f^2\Delta^2=f(1-f)\Delta^2,
\]
\[
\langle\delta^3\rangle=f(1-f)\left[(1-f)^2-f^2\right]\Delta^3=f(1-f)(1-2f)\Delta^3 .
\]

## Maxwell Garnett

This formula treats phase 2 as spheres in a host of phase 1:

\[
\frac{\varepsilon-\varepsilon_1}{\varepsilon+2\varepsilon_1}=f\beta,\qquad
\beta=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+2\varepsilon_1}=\frac{\Delta}{3\varepsilon_1+\Delta}.
\]

Solving for \(\varepsilon\) and inserting \(\beta\),

\[
\varepsilon=\varepsilon_1+\frac{3\varepsilon_1f\beta}{1-f\beta}
=\varepsilon_1+\frac{3\varepsilon_1f\Delta}{3\varepsilon_1+(1-f)\Delta}
=\varepsilon_1+\frac{f\Delta}{1+(1-f)\Delta/(3\varepsilon_1)} .
\]

The geometric series gives

\[
\varepsilon=\varepsilon_1+f\Delta-\frac{f(1-f)\Delta^2}{3\varepsilon_1}+\frac{f(1-f)^2\Delta^3}{9\varepsilon_1^2}+O(\Delta^4).
\]

The first two terms are \(m\). In the others the host permittivity must be replaced by the mean: \(\varepsilon_1=m-f\Delta\), hence \(1/\varepsilon_1=1/m+f\Delta/m^2+O(\Delta^2)\). The quadratic term then passes \(-f^2(1-f)\Delta^3/(3m^2)\) to third order, and

\[
\varepsilon_{\rm MG}=m-\frac{V}{3m}+\frac{f(1-f)(1-4f)}{9m^2}\Delta^3+O(\Delta^4).
\tag{6}
\]

To exchange host and inclusion, replace \(f\) by \(1-f\) and \(\Delta\) by \(-\Delta\). The second-order term is unchanged, and \(1-4f\) becomes \(3-4f\). The choice of host is thus a third-order matter.

## Bruggeman

Here each phase \(i\), with fraction \(f_i\), is treated as spheres in the effective medium, and the mean dipole factor must vanish:

\[
\sum_i f_i\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}=0 .
\]

Put \(\varepsilon_i=m+\delta_i\) and \(\varepsilon=m+\eta\). The numerator is \(\delta_i-\eta\) and the denominator is \(3m+\delta_i+2\eta\). At first order the condition is \(\langle\delta\rangle-\eta=0\), so \(\eta\) starts at second order. Multiply by \(3m\) and expand the denominator:

\[
-\eta-\frac{\langle(\delta-\eta)(\delta+2\eta)\rangle}{3m}+\frac{\langle\delta^3\rangle}{9m^2}+O(\delta^4)=0 .
\]

The middle average is \(V+\eta\langle\delta\rangle-2\eta^2=V+O(\delta^4)\). Therefore, for any number of phases,

\[
\varepsilon_{\rm B}=m-\frac{V}{3m}+\frac{\langle\delta^3\rangle}{9m^2}+O(\delta^4).
\tag{7}
\]

## Looyenga

The rule is \(\varepsilon^{1/3}=\langle\varepsilon_i^{1/3}\rangle\). With \(x=\delta/m\),

\[
(1+x)^{1/3}=1+\frac x3-\frac{x^2}{9}+\frac{5x^3}{81}+O(x^4).
\]

The linear term averages to zero. The mean is \(1+q\), with \(q=-\langle x^2\rangle/9+5\langle x^3\rangle/81\) to third order. Since \(q^2\) is of fourth order, the cube is \(1+3q\), and

\[
\varepsilon_{\rm L}=m-\frac{V}{3m}+\frac{5\langle\delta^3\rangle}{27m^2}+O(\delta^4).
\tag{8}
\]

The exponent can be read from (1). For a general rule \(\varepsilon^a=\langle\varepsilon_i^a\rangle\) with \(a\ne0\), the same expansion gives \(m-(1-a)V/(2m)\). Agreement with (1) requires \((1-a)/2=1/3\), so \(a=1/3\).

## Using the third-order terms

The trace and isotropy fix the second-order term, and all three formulas reproduce it. Not every mixing rule does: the logarithmic rule \(\ln\varepsilon=\langle\ln\varepsilon_i\rangle\) gives \(-V/(2m)\) instead. The agreement of the three is no evidence for any of them at strong contrast. From (6), the two host choices differ at leading order by

\[
\frac{2f(1-f)|\Delta|^3}{9m^2}=\frac{2|\Delta|}{3m}\,\frac{V}{3m}.
\tag{9}
\]

In code, compute \(m\), \(V\), \(s\) and (9). If (9) is well below the required accuracy and \(s\) is well below 1, use (1). Otherwise choose the formula by geometry: Maxwell Garnett for separated, roughly spherical inclusions, Bruggeman for phases that play similar roles. Equation (9) measures the sensitivity to this choice; it is not an error bound.

## Example: silica in polyethylene

Take \(\varepsilon_1=2.3\) for the polymer, \(\varepsilon_2=3.9\) for silica and \(f=0.20\). Four decimals are kept below to separate the formulas; the rough inputs do not support them as predictions.

\[
m=0.8(2.3)+0.2(3.9)=2.6200,\qquad V=0.16(1.6)^2=0.4096,
\]
\[
\frac{V}{3m}=\frac{0.4096}{7.86}=0.0521,\qquad \varepsilon^*\simeq2.5679 .
\]

The full formulas give:

- Maxwell Garnett, polymer host: 2.5699
- Bruggeman: 2.5731
- Looyenga: 2.5760
- Maxwell Garnett, silica host: 2.5840

The two host choices differ by 0.014, while (9) gives 0.021. Higher orders are therefore visible at this contrast, and (9) is good for the size only. The bound (5), with \(s=0.4885\), is 0.149, far above any of these differences.

For comparison, the field equations were solved numerically for one random structure. Gaussian noise was smoothed isotropically and cut at the level that leaves 20% of a periodic cell as filler. The potential was found by finite differences on a \(48^3\) grid with a conjugate-gradient solver.

With a permittivity step of only 5% of the host value, and averaging over both signs of the step to cancel the third order, the coefficient of \(V/m\) was 0.351, 0.335 and 0.314 for fields along the three axes. Their mean is 0.333. A finite sample is not perfectly isotropic, but the trace of \(\mathsf T\) is fixed, so averaging three perpendicular field directions removes the sample's anisotropy at second order. This is worth doing in any cell calculation for a statistically isotropic mixture; for a truly anisotropic material the three values should be kept apart.

At the silica contrast the same structure gave \(\varepsilon^*=2.5745\), within 0.002 of both Bruggeman and Looyenga. Refining the same structure to a \(96^3\) grid changes the value by only about 0.0002. The filler fraction actually sampled on the \(48^3\) grid is 0.1998 rather than 0.2000, which is worth about 0.0003. Corrected to \(f=0.20\), grids up to \(128^3\) give 2.5746 to 2.5748, so the fourth decimal is uncertain by a few units. It lies nearly midway between the two formulas, so it does not rank them.

The rms field fluctuation was 12.3% of the mean field, against 14.1% from (4). The next order explains the sign and the rough size of the gap. Since \(\Gamma\) is symmetric and \(\Gamma\mathbf E_1=\mathbf E_1\), the definition of \(\mathbf E_2\) gives \(\langle\mathbf E_1\cdot\mathbf E_2\rangle=-\langle\delta|\mathbf E_1|^2\rangle/m\). The third-order part \(c_3\) of \(\varepsilon^*\) follows from \(\Gamma(\delta\mathbf E_0)=-m\mathbf E_1\):

\[
c_3E_0^2=\langle\delta\mathbf E_0\cdot\mathbf E_2\rangle=-m\langle\mathbf E_1\cdot\mathbf E_2\rangle .
\]

Hence

\[
\frac{\langle|\mathbf E'|^2\rangle}{E_0^2}=\frac{V}{3m^2}-\frac{2c_3}{m}+O(\delta^4).
\]

Taking the whole remainder as a rough value, \(c_3\approx2.5745-2.5679=0.0066\), gives \(0.0199-0.0050=0.0149\), or 12.2% rms. That remainder also contains fourth and higher orders, which enter the fluctuation with other factors, so the closeness of the agreement is accidental. The third-order part computed alone for this structure is \(c_3=0.0086\) on the \(48^3\) grid and 0.0084 on the \(96^3\) grid, which gives about 11.6% rms.

**A second case, outside the weak regime.** Replace silica by alumina, with a rough permittivity of 9.8, at the same \(f\). Now \(s=1.58\), and (5) offers no guarantee. Equation (1) gives 3.01, Maxwell Garnett with polymer host 3.10, Bruggeman 3.19 and Looyenga 3.27. The choice of formula now moves the result by several per cent.

## What real composites add

The permittivities are rough typical values. The following changes, each made alone, should be compared with the variance correction of 0.052.

- **Water on the filler: +0.17.** A shell of 0.5 vol% water replaces polymer. In a coated sphere of unit outer radius, the potential divided by \(\cos\theta\) is \(-Ar\) in the core, \(-Br+C/r^2\) in the shell and \(-r+b/r^2\) outside. Continuity of the potential and of \(\varepsilon\,\partial\phi/\partial r\) at both surfaces fixes \(b\), which replaces \(\beta\) in Maxwell Garnett with total fraction 0.205. The shell was given the liquid value of about 80 and no conductivity; bound water may respond less. The same amount of water in separate spherical droplets would add only about 0.034. The shell figure holds only at frequencies high enough for conduction in the shell to be negligible, yet well below the relaxation of liquid water near 17 GHz. With the conductivity of pure water, \(5.5\times10^{-6}\) S/m, the same model gives +0.20 at 1 kHz and about +1.4 at 50 Hz, and dissolved ions move this rise to higher frequencies.
- **Air voids: −0.020.** This is the three-phase Bruggeman result for 1 vol% air in roughly spherical voids, with the solids reduced in proportion. Thin flat gaps lying across the field would have about twice the effect.
- **Layering.** Complete layering would give 2.620 along the layers and 2.506 across them.
- **Heating by 50 K: −0.054.** A rough volume expansion of \(6\times10^{-4}\) per kelvin swells the polymer by 3%. Its \((\varepsilon_1-1)/(\varepsilon_1+2)\) was scaled with density (Clausius-Mossotti), and \(f\) was reduced to match. The silica was held fixed.

An error of one percentage point in \(f\) also moves \(m\) by \(0.01\times1.6=0.016\). For this composite, the assumed water shell and heating thus matter more than the choice among the three formulas.

**Conduction sets a lower frequency limit.** With time factor \(e^{i\omega t}\), replace each \(\varepsilon_i\) by \(\varepsilon_i-i\sigma_i/(\omega\varepsilon_0)\), where \(\varepsilon_0\) is the vacuum permittivity. The denominator of the Maxwell Garnett formula is \(\varepsilon_2(1-f)+\varepsilon_1(2+f)\). Its complex form vanishes at \(\omega=i\omega_{\rm MW}\), which gives the Maxwell-Wagner relaxation rate

\[
\omega_{\rm MW}=\frac{\sigma_2(1-f)+\sigma_1(2+f)}{\varepsilon_0[\varepsilon_2(1-f)+\varepsilon_1(2+f)]}.
\]

For assumed conductivities of \(10^{-15}\) S/m in the polymer and \(10^{-12}\) S/m in the filler, \(\omega_{\rm MW}/2\pi=1.8\) mHz. At a thousandth of this frequency the Maxwell Garnett formula gives a real permittivity of 4.0, because charge collects at the interfaces and the contrast that counts is the conductivity ratio of 1000. Both figures are for separated, roughly spherical filler particles. At so strong a contrast the geometry decides: Bruggeman gives about 5.6 at the same frequency, and a connected filler can give more or less. With the filler as the continuous host, for example, Maxwell Garnett gives only 2.7. At 50 Hz the shift is about \(2\times10^{-9}\), and the static dielectric calculation stands for the dry composite. It does not stand there if the filler carries a continuous conducting water shell. Real conductivities vary by orders of magnitude with moisture and temperature, so this limit should be recomputed for the material in hand.
